**Curvature and zero-bias conductance of a rectangular tunnel barrier**

For a barrier of height φ, thickness d and mass m, the low-bias conductance per area is g0(1 + cV²), and for a thick barrier c depends on d and φ only through d²/φ. Adding g0 fixes both parameters once m is given. The program integrates the WKB tunnel current directly and asserts that its small-bias expansion agrees with the closed formulas for g0 and c, with and without barrier tilt. It also asserts the large-u form of the correction factor, where u = d√(8mφ)/ħ, the steady fall of g0 along a scanned contour of fixed c, and the recovery of the input data from the solved barrier. A separate wave-matching calculation is asserted against the closed transmission of a rectangular barrier and against the predicted first-order shift of c. For c = 1.5 V⁻² and a resistance-area product of 10⁴ Ω µm², the output gives φ = 1.89 eV and d = 0.93 nm in the WKB model. Matching waves to electrodes with a Fermi energy of 5 eV changes these to 1.84 eV and 1.02 nm. The output also sizes the effects of mass, temperature, image charges and roughness.

## Numerical verification

```python
"""
Result under test: for a symmetric rectangular tunnel barrier, G/A = g0*(1+c*V^2),
    g0 = (e^2/h)*(1+u)*exp(-u)/(4*pi*d^2),
    c  = d^2/(4*(hbar^2/m)*phi) * s(u),  s = u*(1+exp(u)*E2(u))/(1+u),
where u = d*sqrt(8*m*phi)/hbar, d = thickness (nm), phi = height (eV),
m = barrier mass, c = relative curvature (1/V^2), g0 in S/um^2.
For large u, s tends to 1: c fixes d^2/phi only; c and g0 together fix d and phi.
The formulas are tested against direct integration of the tunnel current.
Wave matching at the interfaces is treated separately to size what WKB omits.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq, root
from scipy.special import expn

HB2M = const.hbar**2 / (const.m_e * const.e) * 1e18   # eV nm^2
E2H = const.e**2 / const.h                          # S


def gauss(a, b, n):
    x, w = np.polynomial.legendre.leggauss(n)
    return 0.5*(b-a)*x + 0.5*(b+a), 0.5*(b-a)*w


def exponent(d, phi, hb2m=HB2M):
    return d*np.sqrt(8*phi/hb2m)


def shape(u):
    return u*(1 + np.exp(u)*expn(2, u))/(1+u)


def leading_curvature(d, phi, hb2m=HB2M):
    return d**2/(4*hb2m*phi)


def conductance(d, phi, hb2m=HB2M):
    u = exponent(d, phi, hb2m)
    return E2H*(1+u)*np.exp(-u)/(4*np.pi*d**2)*1e6


def wkb_current(V, d, phi, hb2m=HB2M, tilt=True):
    """Current density in A/um^2, integrated over energy, momentum and position."""
    E, wE = gauss(-V/2, V/2, 12)
    kappa = np.sqrt(2*phi/hb2m)
    k, wk = gauss(0, np.sqrt((kappa+22/d)**2-kappa**2), 120)
    t, wt = gauss(0, 1, 16)
    gap = phi - E[:, None, None] + float(tilt)*V*(0.5-t[None, None, :])
    q = np.sqrt(2*gap/hb2m + k[None, :, None]**2)
    trans = np.exp(-2*d*(q @ wt))
    return 2*E2H*1e6*(wE @ trans @ (wk*k))/(2*np.pi)


def matched_transmission(Ex, V, d, phi, EF, slices=80):
    """Transmission from matching waves through a finely stepped barrier."""
    kL = np.sqrt(2*(Ex+EF-V/2)/HB2M)
    kR = np.sqrt(2*(Ex+EF+V/2)/HB2M)
    a, b = np.ones_like(Ex), np.zeros_like(Ex)
    c, f = np.zeros_like(Ex), np.ones_like(Ex)
    step = d/slices
    for j in range(slices):
        q = np.sqrt(2*(phi+V*(0.5-(j+0.5)/slices)-Ex)/HB2M)
        ch, sh = np.cosh(q*step), np.sinh(q*step)
        a, b, c, f = (ch*a+sh*c/q, ch*b+sh*f/q,
                      q*sh*a+ch*c, q*sh*b+ch*f)
    return 4*kR/kL/((f+kR*a/kL)**2 + (kR*b-c/kL)**2)


def matched_current(V, d, phi, EF):
    E, wE = gauss(-V/2, V/2, 8)
    z, wz = gauss(0, 1, 60)
    span = E[:, None] + EF - V/2
    trans = matched_transmission(E[:, None]-span*z, V, d, phi, EF)
    inner = (trans*span) @ wz
    return 2*E2H*1e6*(wE @ inner)/(2*np.pi*HB2M)


def small_bias(current, d, phi, hb2m=HB2M):
    """Zero-bias conductance and curvature from J/V at three small biases."""
    h = min(0.08/np.sqrt(leading_curvature(d, phi, hb2m)), 0.03*phi)
    V = h*np.array([1., 2., 3.])
    y = np.array([current(v)/v for v in V])
    scaled = np.linalg.solve(np.vander((V/h)**2, 3, increasing=True), y)
    return scaled[0], 3*scaled[1]/scaled[0]/h**2


def barrier_on_contour(u, c, hb2m=HB2M, full=True):
    s = shape(u) if full else 1.0
    phi = u/np.sqrt(32*c/s)
    return u*np.sqrt(hb2m/(8*phi)), phi


def invert(c, g0, hb2m=HB2M, full=True):
    def mismatch(u):
        d, phi = barrier_on_contour(u, c, hb2m, full)
        return np.log(conductance(d, phi, hb2m)/g0)
    u = brentq(mismatch, 0.1, 60, xtol=1e-12)
    return (*barrier_on_contour(u, c, hb2m, full), u)


# Direct current integrals against the closed small-bias formulas
for d, phi, mass in [(0.4, 0.6, 1.), (1., 2., 1.), (1.5, 1., 0.4), (2., 3., 1.)]:
    hb = HB2M/mass
    u = exponent(d, phi, hb)
    g, c = small_bias(lambda v: wkb_current(v, d, phi, hb), d, phi, hb)
    gf, cf = small_bias(lambda v: wkb_current(v, d, phi, hb, False), d, phi, hb)
    lead = leading_curvature(d, phi, hb)
    assert abs(g/conductance(d, phi, hb)-1) < 1e-6
    assert abs(gf/g-1) < 1e-6
    assert abs(c/(lead*shape(u))-1) < 1e-4
    assert abs(cf/(lead*u/(1+u))-1) < 1e-4

# Large-u cancellation of the first-order correction
u = 200.0
assert abs(u**2*(1-shape(u))-(2-8/u)) < 50/u**2

# Chosen data, and uniqueness along the contour of fixed curvature
c_data, RA = 1.5, 1.0e4
g_data = 1/RA
u_scan = np.geomspace(0.01, 60, 500)
d_scan, phi_scan = barrier_on_contour(u_scan, c_data)
assert np.all(np.diff(np.log(conductance(d_scan, phi_scan))) < 0)
d0, phi0, u0 = invert(c_data, g_data)
d1, phi1, u1 = invert(c_data, g_data, full=False)
g_back, c_back = small_bias(lambda v: wkb_current(v, d0, phi0), d0, phi0)
assert abs(g_back/g_data-1) < 1e-6 and abs(c_back/c_data-1) < 1e-4

# Wave matching: closed rectangular result and first-order curvature shift
EF = 5.0
Ex = np.array([-2., -0.5, 0.])
k, q = np.sqrt(2*(Ex+EF)/HB2M), np.sqrt(2*(phi0-Ex)/HB2M)
closed = 1/(1+(k*k+q*q)**2*np.sinh(q*d0)**2/(4*k*k*q*q))
assert np.allclose(matched_transmission(Ex, 0., d0, phi0, EF), closed, rtol=1e-9)
scaled_shift = []
for d in (4., 8.):
    c = small_bias(lambda v: matched_current(v, d, 2., EF), d, 2.)[1]
    scaled_shift.append(exponent(d, 2.)*(c/leading_curvature(d, 2.)-1))
extrapolated = 2*scaled_shift[1]-scaled_shift[0]
predicted = 4*(2./EF-1)
assert abs(extrapolated-predicted) < 0.1


def matched_residual(logs):
    d, phi = np.exp(logs)
    g, c = small_bias(lambda v: matched_current(v, d, phi, EF), d, phi)
    return [np.log(g/g_data), np.log(c/c_data)]


fit = root(matched_residual, np.log([d0, phi0]))
assert np.max(np.abs(matched_residual(fit.x))) < 1e-6
dm, phim = np.exp(fit.x)

# Room-temperature broadening with the flat-barrier transmission sum
kT = const.k*300/const.e
E = np.linspace(-0.8, 0.8, 16001)
ue = exponent(d0, phi0-E)
weight = 1/(4*kT*np.cosh(E/(2*kT))**2)
integrand = weight*(1+ue)*np.exp(u0-ue)/(1+u0)
thermal = np.sum((integrand[1:]+integrand[:-1])/2)*(E[1]-E[0])
flat_curvature = leading_curvature(d0, phi0)*u0/(1+u0)
assert abs(thermal-(1+np.pi**2/6*kT**2*8*flat_curvature)) < 1e-3

# Other neglected effects
eps_opt = 3.0
image = const.e*np.log(2)/(4*np.pi*const.epsilon_0*eps_opt*d0*1e-9)
sigma = 0.1
x, w = np.polynomial.hermite.hermgauss(12)
rough = (w @ conductance(d0+np.sqrt(2)*sigma*x, phi0))/np.sqrt(np.pi)/g_data
Vmax, dv = 0.3, 0.001
g_high = (wkb_current(Vmax+dv, d0, phi0)-wkb_current(Vmax-dv, d0, phi0))/(2*dv)

print(f"hbar^2/m_e = {HB2M:.6f} eV nm^2; e^2/h = {E2H:.5e} S")
print(f"Input: RA = {RA:.0f} ohm um^2, g0 = {g_data:.3e} S/um^2")
print(f"Input: curvature c = {c_data:.2f} 1/V^2; mass = 1 m_e")
ratio = 4*HB2M*c_data
print(f"Leading-order d^2/phi = {ratio:.4f} nm^2/eV")
print("Three barriers with this same d^2/phi:")
for phi in (1., 2., 3.):
    d = np.sqrt(ratio*phi)
    g, c = small_bias(lambda v: wkb_current(v, d, phi), d, phi)
    cm = small_bias(lambda v: matched_current(v, d, phi, EF), d, phi)[1]
    print(f" phi = {phi:.1f} eV, d = {d:.4f} nm, u = {exponent(d, phi):.3f}")
    print(f"  WKB c = {c:.4f} 1/V^2; g0 = {g:.3e} S/um^2; RA = {1/g:.3e} ohm um^2")
    print(f"  wave-matched c = {cm:.4f} 1/V^2")
pref = E2H*1e6/(4*np.pi*HB2M*np.sqrt(c_data/2))
print(f"C in g0 = C(1+1/u)exp(-u), s=1: {pref:.4f} S/um^2")
print(f"Solution s=1: u = {u1:.4f}, phi = {phi1:.4f} eV, d = {d1:.4f} nm")
print(f"Solution full s: u = {u0:.4f}, phi = {phi0:.4f} eV, d = {d0:.4f} nm")
print(f"Shape factor s at solution = {shape(u0):.5f}")
print(f"Back-check by integration: c = {c_back:.5f} 1/V^2, RA = {1/g_back:.2f} ohm um^2")
for label, cc, gg, mass in [("RA doubled", c_data, g_data/2, 1.),
                            ("c raised 10%", 1.1*c_data, g_data, 1.),
                            ("mass 0.4 m_e", c_data, g_data, 0.4)]:
    d, phi, u = invert(cc, gg, HB2M/mass)
    print(f"{label}: phi = {phi:.4f} eV, d = {d:.4f} nm, u = {u:.3f}")
print(f"Wave-matched refit, E_F = {EF:.1f} eV: phi = {phim:.4f} eV, d = {dm:.4f} nm")
print(f"Thick-barrier test of u*(c/c_leading-1), phi = 2 eV, E_F = {EF:.1f} eV:")
print(f" extrapolated = {extrapolated:.4f}; predicted = {predicted:.4f}")
print(f"Thermal factor on g0 at 300 K = {thermal:.5f}")
print(f"Midpoint image lowering, optical permittivity {eps_opt:.1f}: {image:.4f} eV")
print(f"Roughness factor on g0, sigma = {sigma:.2f} nm: {rough:.4f}")
print(f"At {Vmax:.1f} V: G/g0 integrated = {g_high/g_data:.5f}")
print(f"At {Vmax:.1f} V: G/g0 parabola = {1+c_data*Vmax**2:.5f}")
print(f"Field at {Vmax:.1f} V = {10*Vmax/d0:.3f} MV/cm")
print("PASS")
```

It prints:

```
hbar^2/m_e = 0.076200 eV nm^2; e^2/h = 3.87405e-05 S
Input: RA = 10000 ohm um^2, g0 = 1.000e-04 S/um^2
Input: curvature c = 1.50 1/V^2; mass = 1 m_e
Leading-order d^2/phi = 0.4572 nm^2/eV
Three barriers with this same d^2/phi:
 phi = 1.0 eV, d = 0.6762 nm, u = 6.928
  WKB c = 1.4608 1/V^2; g0 = 5.238e-02 S/um^2; RA = 1.909e+01 ohm um^2
  wave-matched c = 0.8137 1/V^2
 phi = 2.0 eV, d = 0.9562 nm, u = 13.856
  WKB c = 1.4879 1/V^2; g0 = 4.808e-05 S/um^2; RA = 2.080e+04 ohm um^2
  wave-matched c = 1.2030 1/V^2
 phi = 3.0 eV, d = 1.1712 nm, u = 20.785
  WKB c = 1.4942 1/V^2; g0 = 4.605e-08 S/um^2; RA = 2.172e+07 ohm um^2
  wave-matched c = 1.3541 1/V^2
C in g0 = C(1+1/u)exp(-u), s=1: 46.7166 S/um^2
Solution s=1: u = 13.1279, phi = 1.8948 eV, d = 0.9308 nm
Solution full s: u = 13.1234, phi = 1.8858 eV, d = 0.9327 nm
Shape factor s at solution = 0.99112
Back-check by integration: c = 1.49997 1/V^2, RA = 10000.00 ohm um^2
RA doubled: phi = 1.9857 eV, d = 0.9567 nm, u = 13.813
c raised 10%: phi = 1.7915 eV, d = 0.9535 nm, u = 13.076
mass 0.4 m_e: phi = 1.7537 eV, d = 1.4230 nm, u = 12.212
Wave-matched refit, E_F = 5.0 eV: phi = 1.8381 eV, d = 1.0247 nm
Thick-barrier test of u*(c/c_leading-1), phi = 2 eV, E_F = 5.0 eV:
 extrapolated = -2.4145; predicted = -2.4000
Thermal factor on g0 at 300 K = 1.01251
Midpoint image lowering, optical permittivity 3.0: 0.3567 eV
Roughness factor on g0, sigma = 0.10 nm: 3.2721
At 0.3 V: G/g0 integrated = 1.13960
At 0.3 V: G/g0 parabola = 1.13500
Field at 0.3 V = 3.217 MV/cm
PASS
```
